# Optimum Attenuation Length for Measuring Film Thickness with Poisson Counts, part 1

(Sections cited here and not found follow in the second part.)

## The information in an attenuated count

Let $d$ be the thickness of a uniform film and $L$ the attenuation length of a signal that crosses it, measured along the film normal. The mean number of particles recorded in one measurement is $I_0$ without the film and

$$
\mu = I_0\,e^{-d/L}
$$

with it, for the same dwell time. The recorded number $N$ is a Poisson variable with mean $\mu$. The ratio $x=d/L$ has no unit, and $e^{-x}$ is the transmission of the film. All logarithms are natural, and $\langle\cdot\rangle$ is the mean over repeated measurements at the same $d$, $L$ and $I_0$.

Both $I_0$ and $L$ are known, there is no background, and $d$ is the only unknown. The experimenter can choose $L$, for instance through the direction or the energy of the detected particles, and $I_0$ keeps its value while $L$ is changed. The question is which $L$ tells most about a given $d$. It differs from the question of which film is best measured with a given $L$, and the two have different answers.

The measure of what a count tells about $d$ is the Fisher information. With $P(N;d)$ the probability of the count $N$, define the score $s$ and the information $J$ by

$$
s=\frac{\partial \ln P(N;d)}{\partial d},\qquad J=\langle s^2\rangle .
$$

The score says how strongly the probability of the observed count responds to a change of thickness. Since $d$ is a length, $J$ has the unit of an inverse length squared.

The connection of $J$ with the error of a measurement follows from two sums. The probabilities add up to one for every $d$, so the derivative of their sum vanishes:

$$
0=\sum_N\frac{\partial P}{\partial d}=\sum_N P\,\frac{\partial\ln P}{\partial d}=\langle s\rangle .
$$

Let $T(N)$ be any rule, with finite variance, that turns a count into a thickness, and let its mean be $\langle T\rangle=d+\beta(d)$, where $\beta$ is its bias. The mean is $e^{-\mu}$ times a power series in $\mu$, which may be differentiated term by term inside its range of convergence. Differentiating with respect to $d$ gives

$$
1+\beta'(d)=\sum_N T\,\frac{\partial P}{\partial d}=\langle T s\rangle=\big\langle (T-\langle T\rangle)\,s\big\rangle ,
$$

where the last step uses $\langle s\rangle=0$. The Cauchy–Schwarz inequality states that the square of the mean of a product is at most the product of the mean squares. Hence

$$
(1+\beta')^2\le \operatorname{Var}(T)\,J,\qquad
\operatorname{Var}(T)\ge\frac{(1+\beta')^2}{J}.
$$

This is the Cramér–Rao bound. When the bias hardly changes with $d$, it says that the standard deviation of the thickness cannot be smaller than $\sigma_d=1/\sqrt J$. The bias term cannot be dropped altogether for this problem. An unbiased rule over a range of thicknesses would need $\sum_N T(N)\mu^N/N!=e^{\mu}L\ln(I_0/\mu)$. The left side is a power series, regular at $\mu=0$, whereas the right side is singular there, so no such rule exists. The bias of a good rule is nevertheless small at large counts, as will be seen, and $1/\sqrt J$ is then the proper standard of comparison.

To find $J$, the variance of a Poisson count is needed. From $P=e^{-\mu}\mu^N/N!$,

$$
\langle N\rangle=e^{-\mu}\sum_{N\ge1}\frac{\mu^N}{(N-1)!}=\mu,\qquad
\langle N(N-1)\rangle=e^{-\mu}\sum_{N\ge2}\frac{\mu^N}{(N-2)!}=\mu^2 ,
$$

because each sum is a power of $\mu$ times the series of $e^{\mu}$. Therefore

$$
\operatorname{Var}(N)=\langle N(N-1)\rangle+\langle N\rangle-\langle N\rangle^2=\mu^2+\mu-\mu^2=\mu .
$$

The logarithm of the probability is

$$
\ln P=N\ln\mu-\mu-\ln N!\,,
$$

and it depends on $d$ through $\mu$ alone. Since $\partial\mu/\partial d=-\mu/L$, the chain rule gives

$$
s=\left(\frac N\mu-1\right)\frac{\partial\mu}{\partial d}
=\frac{N-\mu}{\mu}\left(-\frac{\mu}{L}\right)=-\frac{N-\mu}{L}.
$$

The minus sign is the expected one: a count above the mean speaks for a thinner film. Squaring and averaging,

$$
J=\frac{\operatorname{Var}(N)}{L^2}=\frac{\mu}{L^2}=\frac{I_0\,e^{-d/L}}{L^2}.
$$

No approximation for large counts has been made, so this holds for any $\mu$.

The same expression follows from a comparison of signal and noise. A small thickness change $\delta$ moves the mean count by $\mu\delta/L$. The noise is $\sqrt\mu$. The square of their ratio is $\mu\delta^2/L^2=J\delta^2$. A short attenuation length makes the count respond steeply to thickness, which is the factor $1/L^2$, but it lets few particles through, which is the factor $e^{-d/L}$. A long attenuation length gives many counts that scarcely depend on the film.

The balance between the two is found by writing $1/L=x/d$:

$$
J=\frac{I_0}{d^2}\,x^2e^{-x}.
$$

At fixed $d$ and $I_0$ the information depends on $L$ through $x$ only. It vanishes for $L\to0$, where $x\to\infty$ and the exponential wins over the square, and for $L\to\infty$, where $x\to0$. Between these limits take the logarithm and differentiate with respect to $\ln L$, that is, apply $L\,\partial/\partial L$:

$$
\ln J=\ln I_0-2\ln L-\frac dL,\qquad
\frac{\partial\ln J}{\partial\ln L}=-2+\frac dL=x-2 .
$$

The slope is positive as long as $L<d/2$, zero at $L=d/2$, and negative for $L>d/2$. The information thus rises up to that point and falls after it. There is one maximum over all $L>0$, at

$$
L_{\rm opt}=\frac d2,\qquad e^{-d/L_{\rm opt}}=e^{-2}=0.1353 .
$$

The number 2 is the exponent of $1/L$ in the squared sensitivity. At the best setting about 86 % of the signal is lost in the film; the steeper response more than pays for the loss, compared with any longer $L$.

Since the information formula needs no large count, neither does the position of the maximum. The definition of $J$ was also summed directly over the Poisson probabilities for $I_0=4$ and $d=5$ nm, with numerical derivatives for the score. The maximum found by a numerical search lay within 0.2 % of $L=2.5$ nm. In this case the mean count at the maximum is only $4\times0.1353=0.54$, and the chance of recording nothing is $e^{-0.54}=0.58$. The maximum of the information is still at $d/2$, but a single measurement of this kind gives no useful thickness. Information and a usable estimate must be kept apart at low counts.

Inserting $x=2$ gives the largest information and the smallest standard deviation in the sense of the bound:

$$
J_{\max}=\frac{4I_0e^{-2}}{d^2},\qquad
\frac{\sigma_d}{d}=\frac{1}{d\sqrt{J_{\max}}}=\frac{e}{2\sqrt{I_0}} .
$$

The relative error depends on $I_0$ alone, provided that $L$ can be matched to each film. Ten thousand unattenuated counts give $2.718/200=1.36\ \%$, whatever the thickness.

A rule that reaches this precision at large counts is the maximum-likelihood estimate, the $d$ for which the observed count is most probable. The score vanishes when $\mu=N$, so that

$$
\hat d=L\ln\frac{I_0}{N}\qquad(N\ge1).
$$

This is a maximum, since $\partial s/\partial d=(1/L)\,\partial\mu/\partial d=-\mu/L^2$ is negative. A count of zero gives no finite estimate; its probability is $e^{-\mu}$. A count above $I_0$ gives a negative thickness, which matters only when the film absorbs little in comparison with the noise.

To find the error of $\hat d$, write $N=\mu(1+\varepsilon)$. Then $\langle\varepsilon\rangle=0$ and $\langle\varepsilon^2\rangle=\operatorname{Var}(N)/\mu^2=1/\mu$. Since $L\ln(I_0/\mu)=d$,

$$
\hat d-d=-L\ln(1+\varepsilon)=-L\left(\varepsilon-\frac{\varepsilon^2}{2}+\cdots\right).
$$

The count $N=0$, for which $\hat d$ is infinite, must be left out of the averages; at large $\mu$ this changes the means of $\varepsilon$ and $\varepsilon^2$ only by exponentially small amounts. At leading order in $1/\mu$ the bias and the variance are then

$$
\langle\hat d\rangle-d=\frac{L}{2\mu},\qquad
\operatorname{Var}(\hat d)=\frac{L^2}{\mu}=\frac1J .
$$

The bias is positive because the logarithm weights a deficit of counts more than an equal excess. Compared with the standard deviation $L/\sqrt\mu$ it is smaller by the factor $1/(2\sqrt\mu)$. Its derivative with respect to $d$ is $\beta'=1/(2\mu)$, so the correction to the Cramér–Rao bound is of relative order $1/\mu$ and disappears with growing counts.

The optimum setting contains the thickness that is to be measured, so in practice $L$ is set from a guess. The cost of a wrong guess is given by the efficiency $\eta=J/J_{\max}$. With $x=2e^{u}$, which means $L=(d/2)e^{-u}$,

$$
\eta=\frac{x^2e^{-x}}{4e^{-2}}=e^{2u}\,e^{2-2e^u},\qquad
\ln\eta=2u+2-2e^u=-u^2-\frac{u^3}{3}-\cdots ,
$$

where $e^u=1+u+u^2/2+u^3/6+\cdots$ has been inserted and the constant and linear terms cancel. Near the optimum the loss is therefore about $u^2$. If $L$ is 20 % too long, $\eta=0.969$; if it is 20 % too short, $\eta=0.948$. With twice the best $L$ the efficiency is 0.680, and with half of it 0.541. Since $I_0$ is proportional to dwell time, $1/\eta$ is the factor by which the measurement must be prolonged to regain the best precision.

A length that is too long costs less than one that is too short by the same factor. The difference of the two logarithms, for $u>0$, is

$$
\ln\eta(-u)-\ln\eta(u)=-4u+2\left(e^u-e^{-u}\right)=4(\sinh u-u)>0 ,
$$

because the series of $\sinh u$ begins with $u$ and all its further terms are positive. When the guess is uncertain by a symmetric factor, erring towards long $L$ is the safer course.

The other question, which film is best measured with a given $L$, is answered by the same formula read at fixed $L$. There $J=I_0e^{-d/L}/L^2$ falls steadily with $d$. For $I_0=10\,000$ and $L=1$ nm it is 6065, 3679, 1353, 498 and 183 nm$^{-2}$ at $d=0.5$, 1, 2, 3 and 4 nm. The thinnest film has the smallest absolute error, since the response per nanometre is multiplied by a transmission that only decreases. A film of thickness $2L$ is thus not the one whose thickness is known to the fewest picometres. It is the one with the smallest relative error, because the relative measure is

$$
d^2J=I_0\,x^2e^{-x},
$$

which has its maximum at $x=2$ whether $d$ or $L$ is varied. For the films just listed it is 1516, 3679, 5413, 4481 and 2931, largest at $d=2$ nm among them.

This distinction matters if one setting must serve for all films between $d_1$ and $d_2$. If the largest absolute error is to be as small as possible, the thickest film decides, since it has the least information at any $L$; the choice is $L=d_2/2$. If the largest relative error is to be as small as possible, note that $d^2J$ at fixed $L$ has a single peak in $d$, so that its smallest value lies at $d_1$ or $d_2$. For $L$ between $d_1/2$ and $d_2/2$, a longer $L$ harms the thin film and helps the thick one, while outside this interval both gain by moving towards it. The best choice makes the two equal:

$$
2\ln d_1-\frac{d_1}{L}=2\ln d_2-\frac{d_2}{L}
\quad\Longrightarrow\quad
L=\frac{d_2-d_1}{2\ln(d_2/d_1)} .
$$

As $d_2\to d_1$ the logarithm tends to $(d_2-d_1)/d_1$ and the result returns to $d_1/2$.

For a known, fixed $I_0$ and no background, a count tells most about a given thickness when $L=d/2$, and an error towards long $L$ costs less than one towards short $L$ by the same factor. It remains to see how the optimum moves when these conditions change, and what it means for a titanium nitride film measured with photoelectrons.

Numbers in the example were calculated in double precision.
